# Vacuum polarization insertions as superpositions of massive photons

## 1. Definitions and conventions

Natural units $\hbar=c=1$ are used, with metric $(+,-,-,-)$ and $e^2=4\pi\alpha$. The particle in the polarization loop has mass $m$; the external lepton has mass $M$. The photon propagator in Feynman gauge is $-ig^{\mu\nu}/(q^2+i0)$. Current conservation fixes the form of a vacuum polarization insertion:

$$i\Pi^{\mu\nu}(q)=i(q^2g^{\mu\nu}-q^\mu q^\nu)\,\Pi(q^2).$$

Charge is defined at zero momentum transfer, so the charge counterterm replaces $\Pi$ by

$$P(q^2)=\Pi(q^2)-\Pi(0).$$

One insertion between two photon lines gives

$$\frac{-i}{q^2}\,i(q^2g^{\mu\nu}-q^\mu q^\nu)P\,\frac{-i}{q^2}
=-i\left(g^{\mu\nu}-\frac{q^\mu q^\nu}{q^2}\right)\frac{P(q^2)}{q^2},$$

because $(-i)(i)(-i)=-i$. The bracket is a projector, so a chain of $n$ insertions has the same form with $P^n$ in place of $P$. Let $F$ denote $P$ at a chosen order, or a product of such factors.

The following properties of $F$ are assumed:

- It is analytic except for a cut on the real axis from $s_0\ge0$ upward, and real on the rest of that axis.
- $F(q^2)\to0$ as $q^2\to0$.
- $F(q^2)/q^2\to0$ at large $|q^2|$.
- Its discontinuity gives convergent integrals below.

At one loop, $s_0=4m^2$, and power counting gives logarithmic growth.

## 2. The spectral superposition

Apply Cauchy's theorem to $F(z)/[z(z-q^2)]$, with a contour that encloses $q^2$ and runs around the cut. There is no pole at $z=0$, since $F(0)=0$. The large circle contributes nothing, since $F(z)/z\to0$. Reality below the cut gives $F(s-i0)=F(s+i0)^*$, hence

$$\frac{F(q^2)}{q^2}
=\frac1{2\pi i}\int_{s_0}^{\infty}ds\,\frac{2i\,\mathrm{Im}F(s+i0)}{s(s-q^2)}.$$

Define $\rho_F(s)=-\mathrm{Im}F(s+i0)/\pi$. Reversing the sign of the denominator gives

$$\boxed{\frac{F(q^2)}{q^2}=\int_{s_0}^{\infty}\frac{ds}{s}\,\rho_F(s)\,\frac1{q^2-s+i0}}$$

Multiplication by $-ig^{\mu\nu}$ turns the right side into propagators of photons with mass $\sqrt s$, weighted by $\rho_F(s)/s$.

The subtraction is essential. The unsubtracted $\Pi(q^2)/q^2$ contains the additional massless term $\Pi(0)/q^2$, which is a change of charge. If a high-order discontinuity is too singular at a threshold to be integrated, the contour must pass around that threshold at a distance, and an ordinary integral over the density alone does not exist.

## 3. Use inside a diagram

Let $A(s)$ be the lower-order amplitude in which the chosen photon line has squared mass $s$. The amplitude is linear in that propagator, so exchanging the loop and spectral integrals gives

$$A_F=\int_{s_0}^{\infty}\frac{ds}{s}\,\rho_F(s)A(s).$$

The exchange requires convergence. If the lower-order diagram diverges, its subtraction is made at each $s$ before the spectral integration. Other photon lines keep their own masses; two lines with insertions require two spectral variables.

The terms with $q^\mu q^\nu$ must also drop out. They do so between conserved currents, in general after summing a gauge-invariant set of diagrams. For the one-loop anomalous magnetic moment a single vertex diagram suffices. Let the lepton enter with momentum $p$ and leave with $p'$, and let the photon carry $k$. Write

$$\not k=(\not p'-M)-(\not p'-\not k-M).$$

The first bracket vanishes on the outgoing spinor $\bar u'$, so

$$\bar u'\not k\,\frac1{\not p'-\not k-M}=-\bar u',
\qquad
\frac1{\not p-\not k-M}\not k\,u=-u.$$

The second relation follows in the same way. The longitudinal term therefore leaves $\bar u'\gamma^\mu u$, which changes the charge form factor, and with it the ordinary Dirac moment, but not the anomalous magnetic moment. The lepton's wave-function renormalization cancels this change, as the Ward identity requires.

## 4. One-loop spectral density

For a virtual photon with $q^2=s$ and polarization $\epsilon\cdot q=0$, $\epsilon\cdot\epsilon^*=-1$, the forward amplitude is $\epsilon^*_\mu\epsilon_\nu\Pi^{\mu\nu}=-s\Pi$. Unitarity equates twice its imaginary part to the squared pair-creation amplitude integrated over phase space:

$$-2s\,\mathrm{Im}P=\int d\Phi_2\,\overline{|\mathcal M|^2}.$$

The bar denotes an average over three photon polarizations and a sum over pair spins. Let $l_1,l_2$ be the pair momenta. The polarization sum is $-g_{\mu\nu}+q_\mu q_\nu/s$, whose second term vanishes by current conservation. Thus

$$\begin{aligned}
\overline{|\mathcal M|^2}
&=\frac{e^2}{3}(-g_{\mu\nu})\,\mathrm{tr}[(\not l_1+m)\gamma^\mu(\not l_2-m)\gamma^\nu]\\
&=\frac{e^2}{3}(8\,l_1\!\cdot l_2+16m^2)
=\frac{4e^2}{3}(s+2m^2),
\end{aligned}$$

where $2l_1\cdot l_2=s-2m^2$. In the pair rest frame each particle has energy $E=\sqrt s/2$ and velocity $v=\sqrt{1-4m^2/s}$. With $l\,dl=E\,dE$, the phase space is

$$\int d\Phi_2=\int\frac{4\pi l^2dl}{(2\pi)^2\,4E^2}\,\delta(\sqrt s-2E)=\frac{v}{8\pi}.$$

Combining these results,

$$\rho(s)=-\frac{\mathrm{Im}P}{\pi}
=\frac1{2\pi s}\,\frac{4e^2(s+2m^2)}3\,\frac v{8\pi}
=\frac{\alpha}{3\pi}v\left(1+\frac{2m^2}{s}\right).$$

This density is positive: one one-loop insertion adds massive photons with positive weight.

## 5. The polarization function and two bubbles

At spacelike $q^2=-Q^2$, the superposition becomes

$$P(-Q^2)=Q^2\int_{4m^2}^{\infty}ds\,\frac{\rho(s)}{s(s+Q^2)}.$$

Use $s=4m^2/(1-v^2)$, so that $ds/s=2v\,dv/(1-v^2)$ and $1+2m^2/s=(3-v^2)/2$. With $b=\sqrt{1+4m^2/Q^2}$,

$$P(-Q^2)=\frac{\alpha}{3\pi}\int_0^1dv\,\frac{v^2(3-v^2)}{b^2-v^2}.$$

Polynomial division gives

$$\frac{v^2(3-v^2)}{b^2-v^2}=v^2+b^2-3+\frac{b^2(3-b^2)}{b^2-v^2}.$$

Since $\int_0^1dv/(b^2-v^2)=(2b)^{-1}\ln[(b+1)/(b-1)]$,

$$P(-Q^2)=\frac{\alpha}{3\pi}\left[b^2-\frac83+\frac{b(3-b^2)}2\ln\frac{b+1}{b-1}\right].$$

For $Q\gg m$, $b-1\simeq2m^2/Q^2$, and the bracket tends to $\ln(Q^2/m^2)-5/3$.

Above threshold $b$ becomes $v+i0$, and the logarithm becomes $\ln[(1+v)/(1-v)]-i\pi$. Its imaginary part reproduces $-\pi\rho$. The real part is

$$\mathrm{Re}P(s)=\frac{\alpha}{3\pi}\left[v^2-\frac83+\frac{v(3-v^2)}2\ln\frac{1+v}{1-v}\right].$$

For two bubbles $F=P^2$, and $\mathrm{Im}P^2=2\,\mathrm{Re}P\,\mathrm{Im}P$, so

$$\rho_2(s)=2\rho(s)\,\mathrm{Re}P(s).$$

Near threshold $\mathrm{Re}P\to-8\alpha/(9\pi)$, so this weight is negative there. A numerical root search places its change of sign at $\sqrt s=3.290\,m$. The spectral weight of the two-bubble chain is therefore not a probability.

## 6. Magnetic moment with a massive photon

Let $q=p'-p$ now be the external momentum transfer and $\bar p=(p+p')/2$. The vertex is

$$\Gamma^\mu=F_1\gamma^\mu+F_2\frac{i\sigma^{\mu\nu}q_\nu}{2M},\qquad a=F_2(0).$$

Between spinors, the Gordon identity is $i\sigma^{\mu\nu}q_\nu=2M\gamma^\mu-2\bar p^\mu$. Hence, when the vertex is written with $\gamma^\mu$ and $\bar p^\mu$, the coefficient of $\bar p^\mu$ is $-F_2/M$. First order in $q$ suffices for $F_2(0)$.

The propagators and vertices supply $(-i)(-ie)^2(i)^2=-ie^2$, giving

$$\delta\Gamma^\mu=-ie^2\int\frac{d^4k}{(2\pi)^4}\,
\frac{N^\mu}{(k^2-s)(k^2-2k\cdot p')(k^2-2k\cdot p)}.$$

With $c'=p'-k$ and $c=p-k$, contraction of the Dirac matrices gives

$$N^\mu=-2\not c\,\gamma^\mu\not c'+4M(c+c')^\mu-2M^2\gamma^\mu.$$

Assign Feynman parameters $y,y'$ to the lepton denominators and $1-x$ to the photon, where $x=y+y'$. Completing the square with $k=\ell+yp+y'p'$ gives the denominator $(\ell^2-\Delta)^3$, where

$$\Delta=x^2M^2+(1-x)s+O(q^2).$$

Terms proportional to $y'-y$ vanish at first order in $q$ by symmetry. Odd powers of $\ell$ vanish, and the term quadratic in $\ell$ gives only $\gamma^\mu$. With $r=1-x$, the remaining momenta are

$$c=r\bar p-q/2,\qquad c'=r\bar p+q/2.$$

To first order, the Dirac equation gives

$$\begin{aligned}
\not{\bar p}\gamma^\mu\not{\bar p}&\to2M\bar p^\mu-M^2\gamma^\mu,\\
\not{\bar p}\gamma^\mu\not q-\not q\gamma^\mu\not{\bar p}
&\to M[\gamma^\mu,\not q]=-2iM\sigma^{\mu\nu}q_\nu\\
&\to4M\bar p^\mu-4M^2\gamma^\mu.
\end{aligned}$$

These expressions enter $\not c\gamma^\mu\not c'$ with factors $r^2$ and $r/2$. Its $\bar p^\mu$ coefficient is thus $2M(r^2+r)$. Since $(c+c')^\mu=2r\bar p^\mu$, the coefficient in $N^\mu$ is

$$-4M(r^2+r)+8Mr=4Mr(1-r)=4Mx(1-x).$$

Wick rotation, $\ell^0=i\ell_4$, gives

$$\int\frac{d^4\ell}{(2\pi)^4}\frac1{(\ell^2-\Delta)^3}
=-\frac{i}{8\pi^2}\int_0^\infty\frac{\ell^3d\ell}{(\ell^2+\Delta)^3}
=-\frac{i}{32\pi^2\Delta}.$$

The Feynman formula contributes a factor 2, and the integral over $y$ at fixed $x$ contributes $x$. The $\bar p^\mu$ coefficient is therefore

$$(-ie^2)(2)\left(\frac{-i}{32\pi^2}\right)\int_0^1dx\,\frac{4Mx^2(1-x)}{\Delta}
=-\frac{\alpha M}{\pi}\int_0^1dx\,\frac{x^2(1-x)}{\Delta}.$$

Multiplication by $-M$ gives the required lower-order result:

$$A(s)=\frac{\alpha}{\pi}\int_0^1dx\,
\frac{x^2(1-x)}{x^2+(1-x)s/M^2}.$$

At $s=0$ this is $\alpha/(2\pi)$. For $s\gg M^2$ it tends to $\alpha M^2/(3\pi s)$. Gauss–Legendre quadrature gives the following values:

| $\sqrt s/M$ | $A(s)/(\alpha/\pi)$ |
|---:|---:|
| 0 | 0.5000 |
| 2 | 0.04518 |
| 3 | 0.02491 |
| 5 | 0.01075 |
| 10 | 0.00306 |

## 7. Formula for the inserted diagram

Set $X=x^2M^2/(1-x)$. The integrand of $A(s)$ is then $(1-x)X/(s+X)$. Since $\int(ds/s)\,\rho_FX/(s+X)=F(-X)$, the superposition becomes

$$a_F=\int\frac{ds}{s}\rho_F(s)A(s)
=\frac{\alpha}{\pi}\int_0^1dx\,(1-x)\,
F\!\left(-\frac{x^2M^2}{1-x}\right).$$

The first form uses the massive-photon diagram; the second uses the polarization at spacelike momentum.

For numerical work, set $s=4m^2\cosh^2y$. Then $v=\tanh y$, $ds/s=2v\,dy$, and

$$a_1=\frac{\alpha}{3\pi}\int_0^\infty dy\,v^2(3-v^2)A(4m^2\cosh^2y).$$

For two bubbles, multiply the integrand by

$$2\,\mathrm{Re}P=\frac{2\alpha}{3\pi}\left[v^2-\frac83+v(3-v^2)y\right].$$

At small $Q/m$, the closed form of $P$ subtracts large numbers; the $v$ integral in Section 5 avoids this loss of digits. At large $Q/m$, evaluate $b-1$ as $4m^2/[Q^2(b+1)]$.

## 8. Worked example: electron and muon

The inputs are $\alpha=0.007297353$ and $m_\mu/m_e=206.7683$. Gauss–Legendre integration over $y$ and $x$ gives the coefficients $C_n$ in $a_n=C_n(\alpha/\pi)^{n+1}$ for $n$ electron bubbles:

| External lepton | $C_1$ | $C_2$ |
|:---|---:|---:|
| electron | 0.015687 | 0.0025585 |
| muon | 1.09426 | 2.71866 |

With $\alpha/\pi=0.00232282$, the one-bubble contributions are

$$\begin{aligned}
a_e&=0.015687\,(0.00232282)^2=8.464\times10^{-8},\\
a_\mu&=1.09426\,(0.00232282)^2=5.904\times10^{-6}.
\end{aligned}$$

The corresponding two-bubble contributions are $3.207\times10^{-11}$ and $3.407\times10^{-8}$. These are contributions of selected diagrams, not complete magnetic moments.

The muon coefficient is large because its loop samples momenta far above $m_e$. Inserting the large-$Q$ form of $P$ into the $x$ formula gives

$$\begin{aligned}
C_1&\simeq\frac13\int_0^1dx(1-x)
\left[\ln\frac{x^2m_\mu^2}{(1-x)m_e^2}-\frac53\right]\\
&=\frac13\ln\frac{m_\mu}{m_e}-\frac{25}{36}
=1.777-0.694=1.083.
\end{aligned}$$

The integrals used are $\int_0^1(1-x)\ln x\,dx=-3/4$ and $\int_0^1(1-x)\ln(1-x)\,dx=-1/4$. The difference from 1.094 is the error of the large-$Q$ approximation. Restricting the spectral integral to $\sqrt s<m_\mu$ retains 95.2 percent of the full one-bubble correction.

The opposite limit is an electron with a muon bubble. Here $A(s)\simeq\alpha M^2/(3\pi s)$ throughout the cut, and

$$\int ds\,\frac{\rho(s)}{s^2}
=\frac{\alpha}{12\pi m^2}\int_0^1dv\,(3v^2-v^4)
=\frac{\alpha}{15\pi m^2}.$$

Thus $C_1\simeq M^2/(45m^2)=5.1978\times10^{-7}$, with $M=m_e$ and $m=m_\mu$. The full $x$ formula of Section 7 gives $5.1974\times10^{-7}$. A single heavy bubble thus decouples as the inverse square of its mass. For two heavy bubbles $P^2$ starts at order $Q^4/m^4$, so $\int ds\,\rho_2/s^2=0$ and the $M^2/m^2$ term is absent.

## 9. Why a resummed chain needs another term

Summing the one-loop chain gives $G(q^2)=1/\{q^2[1-P(q^2)]\}$. At spacelike momentum $P$ rises without limit, so $P(-Q_L^2)=1$ at some $Q_L$. This pole lies outside the cut assumed in Section 2. Its residue in $q^2$ is

$$R=-\left[\frac{dP(-Q^2)}{d\ln Q^2}\right]^{-1}_{Q=Q_L}<0,$$

and it is the only extra pole. The function $P(-Q^2)$ increases monotonically. For $0<q^2<4m^2$, $P$ is negative. Off the real axis, $\mathrm{Im}P(z)=-\mathrm{Im}z\int ds\,\rho(s)/|s-z|^2\neq0$. Write $G=1/q^2+F/q^2$ with $F=P/(1-P)$. Then $\mathrm{Im}F=\mathrm{Im}P/|1-P|^2$, so the density on the cut is $\rho/|1-P|^2$, and the contour of Section 2 also encloses the pole. The representation becomes

$$G(q^2)=\frac1{q^2}+\frac R{q^2+Q_L^2}
+\int_{4m^2}^{\infty}\frac{ds}{s}\,
\frac{\rho(s)}{|1-P(s)|^2}\frac1{q^2-s+i0}.$$

For the deliberately strong coupling $\alpha/\pi=1$, root finding gives $Q_L=10.02\,m$ and $R=-3.172$. At $Q=2m$, the massless pole and cut give $-0.27701\,m^{-2}$, while the spacelike pole gives $-0.03288\,m^{-2}$. Their sum is the full value, $-0.30989\,m^{-2}$.

At the physical coupling, the large-$Q$ form gives $\ln(Q_L^2/m^2)=3\pi/\alpha+5/3$, or $\log_{10}(Q_L/m)=280.8$. This is a property of the one-loop chain, not evidence for a particle. For each finite chain the pole is absent, and the superposition of Section 2 applies under its stated assumptions.

Numbers in the example were calculated in double precision.
